# Why an attenuated laser pulse is not a single-photon state

## Definitions and conventions

Consider one mode of light, for instance one pulse of fixed shape and polarization in a waveguide. Its annihilation operator $a$ obeys $[a,a^\dagger]=1$, the photon number operator is $\hat n=a^\dagger a$, and $|n\rangle$ is the state with $n$ photons. The single-photon state is $|1\rangle$. Photon numbers and probabilities are dimensionless; laboratory quantities are given in SI units.

The zero-delay second-order correlation is

$$g^{(2)}=\frac{\langle a^\dagger a^\dagger a a\rangle}{\langle a^\dagger a\rangle^2}. \tag{1}$$

Since $a^\dagger a=aa^\dagger-1$, the numerator contains $a^\dagger(a^\dagger a)a=a^\dagger(aa^\dagger-1)a=\hat n^2-\hat n$. With $P(n)$ the probability of finding $n$ photons,

$$g^{(2)}=\frac{\sum_n n(n-1)P(n)}{\left[\sum_n nP(n)\right]^2}. \tag{2}$$

The numerator counts ordered pairs of photons in the same pulse. For $|1\rangle$ there are none, so $g^{(2)}=0$. For the vacuum the ratio is $0/0$ and is undefined.

An ideal laser far above threshold, with steady intensity, is described by a coherent state

$$|\alpha\rangle=D(\alpha)|0\rangle,\qquad D(\alpha)=e^{X},\quad X=\alpha a^\dagger-\alpha^*a. \tag{3}$$

To find its photon statistics, let $f(s)=e^{-sX}a\,e^{sX}$. Then $f'(s)=e^{-sX}[a,X]e^{sX}=\alpha$, because $[a,X]=\alpha$ is a number. Hence $f(1)=D^\dagger aD=a+\alpha$, and

$$a|\alpha\rangle=D(a+\alpha)|0\rangle=\alpha|\alpha\rangle. \tag{4}$$

Write $|\alpha\rangle=\sum_n c_n|n\rangle$. Comparing the coefficients of $|n\rangle$ in (4) gives $\sqrt{n+1}\,c_{n+1}=\alpha c_n$, so $c_n=c_0\alpha^n/\sqrt{n!}$. Normalization requires $|c_0|^2e^{|\alpha|^2}=1$. With $\mu=|\alpha|^2$, the result is the Poisson distribution

$$P(n)=e^{-\mu}\frac{\mu^n}{n!}. \tag{5}$$

Equation (4) and its adjoint also give $\langle a^\dagger a\rangle=\mu$ and $\langle a^\dagger a^\dagger aa\rangle=\mu^2$. The mean photon number is therefore $\mu$, and $g^{(2)}=\mu^2/\mu^2=1$ for every $\mu>0$.

## The counter-example: a pulse with a mean of 0.1 photon

The claim to be examined is this: if a laser pulse is attenuated until it contains much less than one photon on average, what remains is a single photon.

Take pulses of energy 1 pJ at a wavelength of 1550 nm, repeated at 100 MHz. These are round model parameters. One photon has the energy $hc/\lambda=0.12816$ aJ, so a pulse starts with

$$\frac{10^{-12}\ \text{J}}{1.2816\times10^{-19}\ \text{J}}=7.80\times10^6$$

photons on average. To reach $\mu=0.1$, the power transmission must be $0.1/(7.80\times10^6)=1.28\times10^{-8}$, an attenuation of 78.9 dB. The general proof below shows that the output of a linear attenuator is again a coherent state, so (5) applies with $\mu=0.1$:

- $P(0)=e^{-0.1}=0.9048$, or $9.05\times10^7$ empty pulses per second;
- $P(1)=0.1\,e^{-0.1}=0.0905$, or $9.05\times10^6$ one-photon pulses per second;
- $P(n\ge2)=1-P(0)-P(1)=0.00468$, or $4.68\times10^5$ multiphoton pulses per second.

If the pulse were in the state $|1\rangle$, a perfect photon counter would register one photon every time. Here it does so in about 9% of the pulses and finds nothing in about 90%.

Less light does not help. The probability of finding the coherent state in $|1\rangle$ is

$$|\langle1|\alpha\rangle|^2=\mu e^{-\mu}. \tag{6}$$

Its derivative, $(1-\mu)e^{-\mu}$, is positive below $\mu=1$ and negative above. The largest value is therefore $1/e\approx0.368$, at $\mu=1$. Attenuation below this point lowers the overlap with $|1\rangle$, while the overlap with the vacuum, $e^{-\mu}$, tends to one. The limit of strong attenuation is darkness, not one photon.

### What is true in the claim

Multiphoton pulses do become rare among the pulses that are not empty. Their fraction is

$$\frac{P(n\ge2)}{P(n\ge1)}=\frac{1-e^{-\mu}-\mu e^{-\mu}}{1-e^{-\mu}}
=1-\frac{\mu}{e^\mu-1}. \tag{7}$$

For small $\mu$, $e^\mu-1\approx\mu(1+\mu/2)$, and the fraction is approximately $\mu/2$. At $\mu=0.1$ it is 4.9%.

This is a statement about a selected set of pulses. Suppose that the empty pulses could be removed without disturbing the others. The remaining distribution would be $P(n)/(1-e^{-\mu})$ for $n\ge1$. Both sums in (2) are then divided by $1-e^{-\mu}$, but the denominator contains the square of its sum, so that

$$g^{(2)}_{\text{non-empty}}=\frac{\mu^2/(1-e^{-\mu})}{\mu^2/(1-e^{-\mu})^2}=1-e^{-\mu}. \tag{8}$$

This is 0.095 at $\mu=0.1$ and tends to zero with $\mu$. The selected pulses would indeed approach single photons. Attenuation alone does not achieve this, however, because an attenuator lets the empty pulses pass with the rest. Selection alone does not achieve it either: for a bright pulse, with $\mu\gg1$, hardly any pulses are empty and (8) stays close to one.

For the full set of pulses, the rarity of pairs is no sign of single-photon light. The mean number of ordered pairs, $\mu^2$, falls as the square of the mean photon number, and $g^{(2)}$ divides by that same square. The value one says that pairs are as frequent as they would be if photons arrived independently at the given mean rate. Single-photon light has fewer pairs than that, namely none.

## The general statement

**Let a mode in the coherent state $|\alpha\rangle$, $\alpha\neq0$, pass through a linear attenuator of power transmission $\eta$, with $0<\eta\le1$, which adds no light of its own. The output is the coherent state $|\sqrt\eta\,\alpha\rangle$, and its $g^{(2)}$ equals one. More generally, such an attenuator leaves $g^{(2)}$ unchanged for every input state in which it is defined.**

### The attenuator as a beam splitter

An attenuator cannot be described by replacing $a$ with $\sqrt\eta\,a$ alone, since the commutator would become $\eta$ instead of one. The lost light must go somewhere. Let a second mode $b$, initially in vacuum, receive it. The operators of the two modes commute with each other, and the coupling is

$$U=e^{\theta G},\qquad G=a^\dagger b-ab^\dagger,\qquad \eta=\cos^2\theta,\quad 0\le\theta<\pi/2. \tag{9}$$

Since $G^\dagger=-G$, $U$ is unitary. Each term of $G$ removes one photon from one mode and adds one to the other, so the total photon number is conserved.

Define $a(\theta)=UaU^\dagger$ and $b(\theta)=UbU^\dagger$. The commutators needed are

$$[G,a]=[a^\dagger,a]\,b=-b,\qquad [G,b]=-a\,[b^\dagger,b]=a .$$

Differentiation with respect to $\theta$ gives $a'(\theta)=U[G,a]U^\dagger=-b(\theta)$ and $b'(\theta)=a(\theta)$. With $a(0)=a$ and $b(0)=b$, the solution is

$$UaU^\dagger=a\cos\theta-b\sin\theta,\qquad UbU^\dagger=b\cos\theta+a\sin\theta. \tag{10}$$

The inverse relations follow from $\theta\to-\theta$:

$$U^\dagger aU=a\cos\theta+b\sin\theta,\qquad U^\dagger bU=b\cos\theta-a\sin\theta. \tag{11}$$

### Coherent light stays coherent

Because $G|0,0\rangle=0$, the vacuum of both modes is unchanged: $U|0,0\rangle=|0,0\rangle$. Therefore

$$U|\alpha,0\rangle=U D_a(\alpha)U^\dagger\,U|0,0\rangle=\left[UD_a(\alpha)U^\dagger\right]|0,0\rangle .$$

Conjugation by $U$ acts inside the exponential of $D_a$. Using (10) and its adjoint, the exponent becomes

$$\alpha(a^\dagger\cos\theta-b^\dagger\sin\theta)-\alpha^*(a\cos\theta-b\sin\theta).$$

The part with $a$ commutes with the part with $b$, so the exponential factorizes into $D_a(\alpha\cos\theta)\,D_b(-\alpha\sin\theta)$, and

$$U|\alpha,0\rangle=|\alpha\cos\theta\rangle_a\,|-\alpha\sin\theta\rangle_b. \tag{12}$$

This is a product state. Ignoring mode $b$ therefore leaves mode $a$ in the pure state $|\sqrt\eta\,\alpha\rangle$, with mean photon number $\eta|\alpha|^2$. By (4), its $g^{(2)}$ is one. This proves the first part.

Two attenuators in sequence multiply the amplitude by $\sqrt{\eta_1}\sqrt{\eta_2}=\sqrt{\eta_1\eta_2}$. A waveguide with distributed linear loss can be treated as a chain of weak attenuators, and the conclusion is the same.

### Linear loss preserves $g^{(2)}$ for any input

Let the input be $|\psi\rangle$, with $b$ in vacuum. Output averages are found by inserting $U^\dagger aU$ from (11) for $a$. Since $b|\psi,0\rangle=0$,

$$(a\cos\theta+b\sin\theta)|\psi,0\rangle=\cos\theta\,a|\psi,0\rangle,$$
$$(a\cos\theta+b\sin\theta)^2|\psi,0\rangle=\cos^2\theta\,a^2|\psi,0\rangle .$$

In the second line, the terms $2ab\cos\theta\sin\theta$ and $b^2\sin^2\theta$ vanish because $b$ acts on vacuum. The squared norms of these vectors are the averages in (1):

$$\langle a^\dagger a\rangle_{\text{out}}=\eta\langle a^\dagger a\rangle,\qquad
\langle a^\dagger a^\dagger aa\rangle_{\text{out}}=\eta^2\langle a^\dagger a^\dagger aa\rangle. \tag{13}$$

The factor $\eta^2$ cancels in $g^{(2)}$. Both averages are linear in the density matrix, so (13) also holds for mixed input states. This completes the proof.

A two-photon state has $g^{(2)}=2\cdot1/2^2=1/2$ and keeps that value after any such loss. The one-photon state is instructive. From (10),

$$U|1,0\rangle=Ua^\dagger U^\dagger|0,0\rangle=\cos\theta\,|1,0\rangle-\sin\theta\,|0,1\rangle. \tag{14}$$

Ignoring mode $b$ leaves the mixture

$$\sigma=(1-\eta)|0\rangle\langle0|+\eta|1\rangle\langle1|. \tag{15}$$

A lossy one-photon source thus also emits many empty pulses, yet its $g^{(2)}$ remains zero. Empty pulses alone do not distinguish it from a weak laser. The pairs do.

## What two detectors see

Send the light onto a 50:50 beam splitter, $\theta=\pi/4$, and place a detector at each output. Each detector either clicks or stays silent; it has efficiency $\varepsilon$, has no dark counts, and recovers before the next pulse arrives. At 100 MHz this means within 10 ns; a slower detector registers fewer clicks than calculated below. With $n$ photons present it stays silent with probability $(1-\varepsilon)^n$.

By (12), coherent light of mean $\mu$ leaves as two independent coherent beams of mean $\mu/2$. The probability that one detector stays silent is

$$\sum_n e^{-\mu/2}\frac{(\mu/2)^n}{n!}(1-\varepsilon)^n
=e^{-\mu/2}e^{(1-\varepsilon)\mu/2}=e^{-\varepsilon\mu/2}.$$

The click probability $p$ and the coincidence probability $C$ are therefore

$$p=1-e^{-\varepsilon\mu/2},\qquad C=p^2, \tag{16}$$

where $C=p^2$ follows from the product form of the state. The normalized coincidence ratio $C/p^2$ is one at every $\mu>0$ and every efficiency $\varepsilon>0$.

For a general state this ratio measures $g^{(2)}$ when $\varepsilon n\ll1$ for all photon numbers $n$ that contribute appreciably to the sums in (2). A small $\varepsilon$ alone is not enough for bright light. For $P(n)=m^n/(1+m)^{n+1}$, which has $g^{(2)}=2$, the mean $m=100$ and $\varepsilon=0.01$ give $p=1/3$, $C=1/6$ and a ratio of 1.5. At large efficiency the ratio also departs from $g^{(2)}$: the state $|2\rangle$ at $\varepsilon=0.8$ gives 0.78 instead of 0.5. To leading order, the click probabilities are $\varepsilon\langle\hat n_A\rangle$ and $\varepsilon\langle\hat n_B\rangle$, and the coincidence probability is $\varepsilon^2\langle\hat n_A\hat n_B\rangle$, where $A$ and $B$ label the outputs. From (11), the output operators are $(a+b)/\sqrt2$ and $(b-a)/\sqrt2$. Their product acts on $|\psi,0\rangle$ as $-a^2/2$. Hence $\langle\hat n_A\hat n_B\rangle=\langle a^\dagger a^\dagger aa\rangle/4$, while each mean is $\langle a^\dagger a\rangle/2$. The factors of four and of $\varepsilon^2$ cancel, leaving $g^{(2)}$.

For the pulses of the example, with $\varepsilon=0.8$, the exponent is $0.8\times0.1/2=0.04$. Then $p=1-e^{-0.04}=0.0392$ and $C=p^2=0.00154$. At 100 MHz, each detector clicks $3.92\times10^6$ times per second, and there are $1.54\times10^5$ coincidences per second.

Compare the source (15) with the same mean, $\eta=0.1$. Its click probability per detector is $\varepsilon\eta/2=0.04$, or $4.00\times10^6$ clicks per second. It gives no coincidences, because (14) contains no term with a photon in both outputs. The click rates differ by about 2%, since two photons reaching the same detector can produce only one click: $1-e^{-x}\approx x-x^2/2$, with $x=0.04$. The coincidences separate the two sources clearly.

Further attenuation of the laser gives the following probabilities per pulse, again for $\varepsilon=0.8$:

| $\mu$ | $p$ | $C$ | fraction (7) |
|---|---|---|---|
| 1 | 0.330 | 0.109 | 0.418 |
| 0.1 | 0.0392 | $1.54\times10^{-3}$ | 0.0492 |
| 0.01 | $3.99\times10^{-3}$ | $1.59\times10^{-5}$ | $4.99\times10^{-3}$ |
| 0.001 | $4.00\times10^{-4}$ | $1.60\times10^{-7}$ | $5.00\times10^{-4}$ |

From $\mu=0.1$ to $0.01$, the clicks fall by a factor of 9.82 and the coincidences by 96.5, the square of the click factor within rounding. An observer who looks at $C$ alone sees the coincidences disappear and may conclude that single photons have been made. In every row, however, $C/p^2=1$ and $g^{(2)}=1$.

## How close is the weak laser to a lossy one-photon source?

In many experiments the optical phase is unknown. Averaging $|\alpha\rangle\langle\alpha|$ over the phase $\varphi$ of $\alpha$ removes the elements $c_nc_m^*\propto e^{i(n-m)\varphi}$ with $n\ne m$. What remains is a mixture of number states with the weights (5). Since $g^{(2)}$ depends on these weights alone, it is still one.

Let $\rho$ be this mixture and $\sigma$ the state (15) with $\eta=\mu\le1$. A useful measure of their difference is the trace distance $T$, half the sum of the absolute eigenvalues of $\rho-\sigma$. Because $\rho-\sigma$ has zero trace, its positive and negative eigenvalues have equal total size, and $T$ is that size. It is also the largest difference that the two states can show in the probability of any yes-or-no outcome represented by a projector: the best projector collects all the positive eigenvalues and none of the negative ones.

Both states are diagonal in photon number. The difference is $e^{-\mu}-(1-\mu)\ge0$ at $n=0$, $\mu e^{-\mu}-\mu<0$ at $n=1$, and $P(n)>0$ for $n\ge2$. There is one negative entry, and so

$$T=\mu(1-e^{-\mu})\approx\mu^2\quad(\mu\ll1). \tag{17}$$

At $\mu=0.1$ this is 0.0095. To first order in $\mu$, the phase-averaged laser and the lossy one-photon source agree. They part at order $\mu^2$, which is the order of the pair term in $g^{(2)}$. The mean photon number cannot tell the two apart at any $\mu\le1$, because it was set equal by choosing $\eta=\mu$; the difference lies in how the photons are distributed over the pulses.

If the phase is known, the difference is larger. To leading order the coherent state is $|0\rangle+\alpha|1\rangle$, up to an overall phase, and its density matrix has off-diagonal elements of size $\sqrt\mu$ that $\sigma$ lacks. A two-by-two matrix with only these elements has eigenvalues $\pm\sqrt\mu$, so $T\approx\sqrt\mu$, or 0.32 at $\mu=0.1$. Numerical diagonalization of the full difference, in a basis of 26 number states, gives 0.297. The weak pulse still carries a mean field, $\langle a\rangle=\alpha$, whereas $\langle a\rangle=0$ for $\sigma$.

## Conditions and limits

The value one was derived for a laser of steady intensity. It does not identify such a laser, since other states can share it: an equal mixture of $|0\rangle$ and $|2\rangle$ also has $g^{(2)}=1$. If $\mu$ varies from pulse to pulse, averaging the coherent-state moments gives $\langle\hat n\rangle=\overline\mu$ and $\langle\hat n(\hat n-1)\rangle=\overline{\mu^2}$, where the bar is the average over pulses. Then

$$g^{(2)}=\frac{\overline{\mu^2}}{\overline\mu^{\,2}}=1+\frac{\operatorname{Var}(\mu)}{\overline\mu^{\,2}}\ge1. \tag{18}$$

An intensity that alternates between 20% above and 20% below its mean gives $g^{(2)}=1+0.2^2=1.04$. Attenuation replaces $\mu$ by $\eta\mu$, and $\eta^2$ cancels, so the value is 1.04 after the attenuator too. Noise of this kind raises $g^{(2)}$ above one, and no amount of linear loss brings it below one.

The invariance (13) holds for a fixed $\eta$ and a single mode. A transmission that fluctuates independently of the light multiplies $g^{(2)}$ by $\overline{\eta^2}/\overline\eta^{\,2}\ge1$. A filter that attenuates different modes differently can change the $g^{(2)}$ of the total photon number, for instance by removing a background, although coherent light in every mode keeps the value one. Beyond this, the proof relies on the linear coupling (9) and on vacuum in the second mode. It does not cover an absorber that removes photons in pairs, an attenuator that adds light of its own, or a procedure that keeps some pulses and rejects others according to a measurement. The last case has been met in (8), where selection lowers $g^{(2)}$. That selection requires a non-destructive test of the pulse itself. Selecting on light tapped off with a beam splitter does nothing, because by (12) the transmitted beam is independent of the tapped one and keeps $g^{(2)}=1$ whatever is detected. To obtain $g^{(2)}<1$ from steady laser light, one of these conditions must be given up; turning down the power with a linear attenuator leaves all of them in place.
